Image-force lowering and the ideality factor of a silicon Schottky diode

**The question**

A uniform metal contact is made to n-type silicon with fully ionised donors of density N = 1×10¹⁶ cm⁻³ and permittivity ε = 11.7 ε₀. The temperature is 300 K, so V_T = kT/q = 25.85 mV, where q > 0 is the elementary charge. Before image lowering the barrier is φ_B0 = 0.85 eV.

The distance x is measured from the metal into the silicon. Electron energies are divided by q and written in volts, so that a barrier of 0.85 eV appears as 0.85 V. The bias V is positive in the forward direction. The band bending is ψ = V_bi − V, with V_bi its value at zero bias. All parts refer to the bias at which ψ = 0.5 V, unless another value is stated.

**(a) Find the energy of an electron at distance x from the metal due to the charge it induces there. Treat the metal as a perfect conductor.**

The surface must be an equipotential. An electron −q at x and a fictitious charge +q at −x give zero potential on the plane x = 0, so together they give the true field in the silicon. The charges are 2x apart, and the electron is pulled towards the metal with force

F(x) = q²/[4πε(2x)²] = q²/(16πεx²).

The induced surface charge confirms this. At distance r from the foot of the perpendicular its magnitude is σ = qx/[2π(r² + x²)^(3/2)]. The pull on the surface per unit area is σ²/(2ε), so the total is

∫₀^∞ (σ²/2ε) 2πr dr = (q²x²/4πε) ∫₀^∞ r dr/(r² + x²)³ = (q²x²/4πε)·1/(4x⁴) = q²/(16πεx²).

With the energy zero at infinity, and the force attractive,

u_im(x) = −(1/q) ∫ₓ^∞ F(x′) dx′ = −q/(16πεx).

This is half the interaction energy of two real charges 2x apart, because the image moves as the electron moves. For silicon q/(16πε) = 0.03077 V nm.

**(b) Find the interface field in the depletion approximation, then the position of the barrier top and the lowering Δφ.**

In the depletion approximation the charge density is qN for 0 < x < W and zero beyond. The field magnitude therefore falls linearly from E at the metal to zero at W:

E = qNW/ε.

The band bending is the area under this triangle:

ψ = EW/2 = εE²/(2qN), so E = √(2qNψ/ε) and W = 2ψ/E.

Close to the metal, where x ≪ W, the field is nearly uniform. The electron energy relative to the unlowered barrier is then

u(x) = −Ex − q/(16πεx).

At the maximum the slope vanishes:

−E + q/(16πεx_m²) = 0, so x_m = √[q/(16πεE)].

This condition also gives q/(16πεx_m) = Ex_m. The two terms are equal at the top, and the lowering is

Δφ = −u(x_m) = 2Ex_m = √[qE/(4πε)].

Inserting E shows the dependence on bending:

Δφ⁴ = q²E²/(16π²ε²) = q³Nψ/(8π²ε³), so Δφ = [q³Nψ/(8π²ε³)]^(1/4).

For the numbers, q/ε = 16π × 0.03077 = 1.547 V nm and N = 1×10⁻⁵ nm⁻³, hence qN/ε = 1.547×10⁻⁵ V/nm². Then

E = √(2 × 1.547×10⁻⁵ × 0.5) = 3.933×10⁻³ V/nm = 39.33 kV/cm,

W = 2 × 0.5/(3.933×10⁻³) = 254.3 nm,

x_m = √(0.03077/0.003933) = 2.80 nm,

Δφ = 2 × 0.003933 × 2.797 = 0.0220 V.

The lowering is 22.0 meV. The ratio x_m/W = 0.011 supports the use of a uniform field.

**(c) The current is thermionic emission over the barrier top. Derive the ideality factor, and show that at ψ = 0.5 V image lowering alone gives n near 1.011.**

With effective barrier φ_B = φ_B0 − Δφ, the current density is

J = A*T² exp(−φ_B/V_T)[exp(V/V_T) − 1],

where A* is the Richardson constant. The reverse flow is removed from the definition of n by

1/n = V_T d ln{J/[1 − exp(−V/V_T)]}/dV.

Since exp(V/V_T) − 1 = exp(V/V_T)[1 − exp(−V/V_T)],

ln{J/[1 − exp(−V/V_T)]} = ln(A*T²) − φ_B/V_T + V/V_T.

Differentiating and multiplying by V_T gives

1/n = 1 − dφ_B/dV.

The unlowered barrier is taken as independent of bias, so dφ_B/dV = −dΔφ/dV. Because ψ = V_bi − V, d/dV = −d/dψ, and the two minus signs cancel:

dφ_B/dV = dΔφ/dψ = Δφ/(4ψ),

the last step following from Δφ ∝ ψ^(1/4). Therefore

n = 1/[1 − Δφ/(4ψ)].

At the stated bending,

Δφ/(4ψ) = 0.0220/2.0 = 0.0110, and n = 1/0.9890 = 1.011.

Forward bias weakens the field, so the lowering shrinks and the effective barrier rises. The current then grows more slowly than exp(V/V_T), which is why n exceeds one.

The size of the lowering has a separate effect. It multiplies the current by exp(22.0/25.85) = 2.34, but if Δφ were frozen at this value, dφ_B/dV would vanish and n would be one. The temperature cancels from n at fixed ψ within the depletion approximation.

**(d) At what forward bias is this n read? What would the plain slope of ln J give there? How does n change with bending and doping?**

In the bulk the conduction-band edge lies V_T ln(N_c/N) above the Fermi level. With the rough value N_c = 2.8×10¹⁹ cm⁻³,

V_bi = 0.85 − 0.02585 ln(2800) = 0.645 V, and V = 0.645 − 0.500 = 0.145 V.

The derivative of ln[exp(V/V_T) − 1] is 1/{V_T[1 − exp(−V/V_T)]}. The plain slope therefore defines

1/n_plain = 1/[1 − exp(−V/V_T)] − Δφ/(4ψ) = 1.0037 − 0.0110 = 0.9927,

or n_plain = 1.007. Even at 5.6 V_T the reverse flow hides about a third of the image effect, so the corrected ordinate of part (c) is needed.

From Δφ ∝ (Nψ)^(1/4),

1 − 1/n = Δφ/(4ψ) ∝ N^(1/4) ψ^(−3/4).

In the depletion approximation at N = 1×10¹⁶ cm⁻³, n is 1.016 for ψ = 0.3 V and 1.009 for ψ = 0.7 V. For this contact the second value belongs to a small reverse bias, since V_bi is 0.645 V. With the bending held at 0.5 V, the same approximation gives 1.006 at 1×10¹⁵ cm⁻³ and 1.020 at 1×10¹⁷ cm⁻³.

The ideality factor is thus a local quantity. A line drawn between the points ψ = 0.5 V and ψ = 0.3 V, 0.2 V apart in bias, averages it. In the depletion approximation Δφ(0.3 V) = 22.0 × 0.6^(1/4) = 19.4 mV, so

1/n = 1 − (22.0 − 19.4)/200 = 0.987, or n = 1.013.

**(e) Correct the electrostatics for the fall of the field across x_m and, separately, for the electrons at the edge of the depletion layer.**

The full depletion profile is ψ(1 − x/W)² = ψ − Ex + qNx²/(2ε), because ψ/W² = qN/(2ε). The last term was dropped in part (b). To first order it raises the top by its value at the old maximum, since the slope is zero there:

δ = qNx_m²/(2ε) = 1.547×10⁻⁵ × 2.797²/2 = 6.05×10⁻⁵ V.

The lowering falls from 22.00 to 21.94 meV. As x_m² ∝ 1/E ∝ ψ^(−1/2), dδ/dψ = −δ/(2ψ), and

d(Δφ − δ)/dψ = Δφ/(4ψ) + δ/(2ψ).

The added slope is 6×10⁻⁵. Numerical maximisation of the full profile, followed by differentiation of the current, gives n = 1.0112, against 1.0111 from the formula.

For the second correction, let v(x) be the local bending, zero in the bulk and ψ at the metal. The electron density is N exp(−v/V_T). With holes neglected, Poisson's equation reads

d²v/dx² = (qN/ε)[1 − exp(−v/V_T)].

Multiply by dv/dx and integrate from the bulk, where v and dv/dx vanish, to the metal:

E²/2 = (qN/ε){ψ − V_T[1 − exp(−ψ/V_T)]}.

At ψ = 0.5 V the exponential is about 4×10⁻⁹ and may be dropped, leaving E² = (2qN/ε)(ψ − V_T). Since Δφ ∝ (E²)^(1/4),

dΔφ/dψ = Δφ/[4(ψ − V_T)].

The field becomes 38.30 kV/cm and the lowering 21.71 meV, so

1 − 1/n = 21.71/[4(500 − 25.85)] = 0.01145, and n = 1.0116.

The lowering is smaller but varies faster with ψ. The value 1.011 thus belongs to the depletion approximation; the electron tail rounds it to 1.012. At ψ = 0.3 V the same correction raises n from 1.016 to 1.018, so the fall of 1 − 1/n with bending is somewhat steeper than ψ^(−3/4). These formulas lose accuracy as ψ falls to a few V_T, or when x_m is no longer small compared with W.

**(f) Which other effects shift n at this bias, and how should 1.011 be compared with a real diode?**

*Supply of electrons.* Thermionic emission assumes that drift and diffusion easily supply the barrier top. Let D = μV_T, with mobility μ = 1200 cm²/(V s), let u(x) now be the full energy above the bulk band edge, and let c be the electron density. The particle flux towards the metal is

Γ = D[dc/dx + (c/V_T) du/dx] = D exp(−u/V_T) d[c exp(u/V_T)]/dx.

Divide by D exp(−u/V_T) and integrate from x_m to W, using c(x_m) = Γ/v_c, c(W) = N and u(W) ≈ 0:

Γ = N exp(−u_top/V_T)/(1/v_c + 1/v_s),

1/v_s = (1/D) ∫ exp{[u(x) − u_top]/V_T} dx, from x_m to W.

With the rough value A* = 112 A/(cm² K²), the collection velocity is v_c = A*T²/(qN_c) = 2.25×10⁶ cm/s. The integral gives v_s = 3.53×10⁷ cm/s. The current is reduced by the factor 1/(1 + v_c/v_s) = 0.94. Because v_s changes with bias, n becomes 1.0128 instead of 1.0112. The value 112 is an effective constant for n-type silicon, already reduced for reflection and back-scattering. The valley masses alone give A* near 250 A/(cm² K²) on a (100) face and v_c = 5.05×10⁶ cm/s; the factor is then 0.875 and n = 1.0145. The shift of n from supply thus lies between about 0.0016 and 0.0033, depending on the collection velocity taken.

This is only a size estimate. Just beyond the barrier top the energy falls by kT within about 9 nm, which is less than the electrons' mean free path of a few tens of nm. Drift and diffusion with a local mobility are therefore not a reliable description there.

*Tunnelling and reflection.* Replace the sharp threshold at the barrier top by a transmission probability P(u,ψ). The forward flux is then proportional to ∫P exp(−u/V_T) du, and 1/n = −V_T d ln(flux)/dψ. P was found from a one-dimensional Schrödinger equation with the depletion profile, the image energy cut off at 1 eV, and a free-electron metal whose band bottom lies a chosen depth below the unlowered barrier.

For silicon mass 0.19 (in free-electron masses), n is 1.0123 at a depth of 5 eV and 1.0116 at 10 eV. For mass 0.92 and 5 eV it is about 1.006. Refining the mesh moves these 5 eV results by at most 3×10⁻⁵, and moving the cut-off between 0.3 and 2 eV moves them by about 1×10⁻⁴, so the fourth decimal is uncertain by one unit.

The heavy-mass result shows that, for electrons of that mass, quantum transmission can cancel about half of the image effect in this model. On a (100) face only two of the six valleys have the heavy mass normal to the contact, and they carry about 18% of the flux; weighting the valleys by their transverse masses gives n = 1.0112 at 5 eV and 1.0104 at 10 eV. The cause of this cancellation has not been isolated. The dependence on mass and metal depth means that no single correction can be assigned to a real interface.

*Series resistance.* A 300 µm wafer has R = 0.0156 Ω cm², and the current density is 3.34×10⁻⁵ A/cm². The junction receives V − JR, which raises n by about JR/V_T = 2×10⁻⁵. This is negligible here but grows in proportion to J. At ψ = 0.3 V the current is 0.069 A/cm² and the same wafer shows n = 1.058 instead of 1.016, while the chord of part (d) becomes 1.019 instead of 1.013.

*Recombination.* Electrons and holes that recombine in the depletion layer add a current that grows more slowly with bias, roughly as exp[V/(2V_T)]. It is left out of the results above. For midgap traps with equal electron and hole lifetimes, a simple estimate at this bias raises n by about 0.0005 for a lifetime of 1 µs and by about 0.005 for 0.1 µs. In material with short lifetimes it can therefore rival the image effect.

*A real contact.* The doping is ordinary for a silicon Schottky diode, and 0.85 eV is towards the high end of silicide barriers on n-type silicon. Good contacts have n of very roughly 1.0 to 1.1, so image lowering can be a visible part of the departure from one.

Real devices often break the assumption of a uniform, bias-independent φ_B0. If an interfacial layer made φ_B0 rise by 2% of the applied bias, then 1/n = 1 − 0.011 − 0.020 = 0.969 and n = 1.032. If the current flowed through an edge where the field was doubled at every bias, Δφ would grow by √2, giving 1/n = 1 − 0.0156 and n = 1.016. The donors are also discrete, with a typical spacing N^(−1/3) = 46 nm, much larger than x_m; the resulting lateral variation of the field has not been sized.

A measured n of 1.011 would therefore be compatible with image lowering but would not prove it the sole cause. The dependence on ψ and N in part (d), corrected for the electron tail as in part (e), offers a sharper comparison only where the other contributions are small or known, and they change with ψ and N as well. In the models above, tunnelling with mass 0.19 gives n = 1.038 instead of 1.020 at 1×10¹⁷ cm⁻³, the supply limit gives 1.010 to 1.013 instead of 1.006 at 1×10¹⁵ cm⁻³, and series resistance dominates at ψ = 0.3 V. The main input values are listed in the numerical output.

Numbers as computed

```
temperature: 300 K; kT/q: 25.852 mV
relative permittivity: 11.7; doping: 1.0e+16 cm^-3
band bending: 0.500 eV
unlowered barrier: 0.850 eV
Richardson constant: 112 A/(cm^2 K^2)
density of states Nc: 2.80e+19 cm^-3
mobility: 1200 cm^2/(V s)
built-in bending at zero bias: 0.6448 V
forward bias at this bending: 0.1448 V
image constant q/(16 pi eps): 0.03077 V nm
interface field: 39.33 kV/cm
depletion width: 254.3 nm
barrier-top position, formula: 2.797 nm
barrier-top position, numerical: 2.813 nm
image lowering, formula: 22.000 meV
image lowering, numerical: 21.939 meV
loss of lowering by field curvature: 0.0605 meV
barrier slope L/(4 psi): 0.01100
ideality factor, formula: 1.01112
ideality factor, numerical J-V: 1.01119
ideality factor, lowering frozen: 1.00000
current gain from lowering: 2.342
ideality from plain slope of ln J: 1.00741
n at 1e16 cm^-3, bending 0.3 eV: 1.01640
n at 1e16 cm^-3, bending 0.7 eV: 1.00862
n at 1e+15 cm^-3, bending 0.5 eV: 1.00622
n at 1e+17 cm^-3, bending 0.5 eV: 1.01995
field with electron tail: 38.30 kV/cm
lowering with electron tail: 21.710 meV
n with electron tail: 1.01158
n with tunnelling, mass 0.19, metal 5 eV: 1.0123
n with tunnelling, mass 0.19, metal 10 eV: 1.0116
n with tunnelling, mass 0.92, metal 5 eV: 1.0059
shift of n on refined mesh, light mass: -1.1e-06
shift of n on refined mesh, heavy mass: -3.0e-05
collection velocity: 2.247e+06 cm/s
drift-diffusion supply velocity: 3.534e+07 cm/s
n with drift-diffusion supply: 1.01276
current density at this bias: 3.339e-05 A/cm^2
wafer thickness: 300 um
wafer series resistance: 0.0156 ohm cm^2
rise of n from series resistance: 2.0e-05
```
